Do free electrons in a metal absorb photons? Drude absorption explained

**Question**

I picture the infrared absorption of a simple metal like this: a conduction electron is free, a photon arrives, the electron swallows it and moves up its parabolic band by ħω. There are empty states above the Fermi energy, so nothing seems to forbid it. But the Drude conductivity contains a collision time τ, and I don't see what collisions have to do with swallowing a photon. If I made the metal cleaner, would it absorb more or less at a photon energy of 1 eV? And what is left if there are no collisions at all?

**Answer**

The electron cannot swallow the photon on its own. The empty state exists, but it has the wrong momentum. In a perfectly clean parabolic band a uniform field causes no absorption at any nonzero frequency. For a given field inside the metal, a cleaner metal absorbs less at 1 eV as long as ωτ > 1, that is, τ longer than about 0.66 fs.

I use a model metal with round parameters: electron density n = 6.0×10²⁸ m⁻³, the free-electron mass m, τ = 10 fs. The electron charge is −e. The numerical output below lists all values.

**The photon brings too little momentum**

A photon of wave number q = ω/c changes the electron's wave vector from k to k + q. The energy gained is

ħ²(|k + q|² − k²)/2m = ħ²(2k·q + q²)/2m ≤ ħv_F q + ħ²q²/2m,

since k cannot exceed the Fermi wave number k_F. The main term is (v_F/c)ħω. With v_F = 1.40×10⁶ m/s and ħω = 1 eV, the largest possible gain is 4.7 meV, not 1 eV.

Conversely, raising an electron from energy ε to ε + ħω changes its wave number by at least

√(2m) [√(ε + ħω) − √ε]/ħ = √(2m) ω/[√(ε + ħω) + √ε].

This falls as ε rises, so the cheapest start is the Fermi energy E_F = 5.59 eV:

k_F[√(1 + 1/5.59) − 1] = 1.04×10⁹ m⁻¹.

The photon has 5.07×10⁶ m⁻¹, which is 205 times too little. Inside the metal the 1 eV field decays over about c/ω_p = 22 nm, where ω_p is the plasma frequency. The inverse of that length, 4.6×10⁷ m⁻¹, is still about 23 times too small. A decaying field does contain some larger wave numbers, so a surface can contribute absorption. I leave that out and take the field as uniform.

**What a clean electron gas does**

Let the field be E₀ cos ωt along x, and let the electrons repel each other with forces that depend on their separations. These forces cancel in pairs, so the total momentum of N electrons obeys

dP/dt = −NeE₀ cos ωt.

The mean velocity is v = v₀ − (eE₀/mω) sin ωt. The power density −nevE contains only terms in cos ωt and in sin ωt cos ωt, and both average to zero over a period. The field lends energy to the electrons and takes it back.

To find the response at ω = 0 as well, switch the field on slowly, as exp(−iωt + ηt) with small η > 0. Then m(−iω + η)v = −eE, and j = −nev gives

σ = (ne²/m)/(η − iω), Re σ = (ne²/m) η/(ω² + η²).

The integral of η/(ω² + η²) over all ω is π. As η → 0 this becomes

Re σ(ω) = (πne²/m) δ(ω).

Half of the weight, πne²/2m, belongs to the half axis ω ≥ 0. The delta function describes free acceleration by a constant field.

In quantum terms, the uniform field acts on the electrons through P. Without external forces P commutes with the Hamiltonian H, so

0 = ⟨n|[P,H]|0⟩ = (E₀ − Eₙ)⟨n|P|0⟩.

The matrix element vanishes between states of different energy. Repulsion between the electrons does not change this.

**The absorption formula**

For independent electrons, write E = −∂A/∂t with A = −(E₀/ω) sin ωt. The coupling is (e/m)A p_x; the term in A² is the same for all states and causes no transitions. The part of A that varies as exp(−iωt) has magnitude E₀/2ω and drives absorption, at the golden-rule rate

(2π/ħ)(eE₀/2mω)² |p_ba|² δ(E_b − E_a − ħω),

where p_ba = ⟨b|p_x|a⟩. Upward transitions carry the occupation factor f_a(1 − f_b), stimulated downward ones f_b(1 − f_a); the difference is f_a − f_b. Multiply by ħω, divide by the volume Ω, and equate the result to the mean power density ½ Re σ E₀²:

Re σ = (πe²/m²ωΩ) Σ_ab (f_a − f_b)|p_ba|² δ(E_b − E_a − ħω).

**What an impurity changes**

Add a static potential V(r). Now [p_x,H] = −iħ ∂V/∂x. Taking the matrix element of both sides gives

(E_a − E_b)p_ba = −iħ(∂V/∂x)_ba, so p_ba = (i/ω)(∂V/∂x)_ba,

because E_b − E_a = ħω. Absorption requires a force.

For a weak potential, let V_q be the matrix element of V from plane wave k to k′ = k + q. First-order perturbation theory mixes k′ into the initial state with amplitude −V_q/ħω, and k into the final state with an amplitude that contributes +V_q/ħω. Hence

p_ba = −ħk′_x V_q/ħω + ħk_x V_q/ħω = −q_x V_q/ω.

The first term is "scatter, then absorb", the second "absorb, then scatter". They cancel unless the scattering changes the momentum along the field. An exact diagonalization for one electron on a ring agrees with |q_x V_q|/ω to about 0.1% of its value.

A phonon can play the same part. If g is the matrix element for emitting a phonon of wave vector q, the same two paths give |p_ba| = g|q_x|/ω. Now ħω is the electron's energy gain plus the phonon energy. Emission needs no phonons to be present beforehand, so it works at zero temperature. A ring model with two phonon modes gives 3.126×10⁻⁴ for the squared element summed over both modes; the formula gives 3.125×10⁻⁴.

**From one impurity to the Drude tail**

Take randomly placed short-range impurities of density nᵢ and strength u = ∫V₁ d³r, where V₁ is the potential of one impurity. Random positions remove the interference terms, so the average of |V_q|² is nᵢu²/Ω. Let D(ε) be the density of states per volume and spin. At zero temperature, with a factor 2 for spin,

Re σ = (2πe²nᵢu²/m²ω³) ∫ D(ε)D(ε + ħω)⟨q_x²⟩ dε,

with ε running from E_F − ħω to E_F. The directions of k and k′ are independent, so the cross term in (k′_x − k_x)² averages to zero and ⟨q_x²⟩ = (k² + k′²)/3.

The collision rate at the Fermi energy is 1/τ = (2π/ħ)nᵢu²D_F, which gives nᵢu² = ħ/(2πτD_F). Set y = ε/E_F and x = ħω/E_F, with x < 1, and use D = D_F√y and k² = k_F²y:

Re σ = (e²ħD_F k_F²E_F/3m²ω³τ) ∫ √(y² + xy) (2y + x) dy, from y = 1 − x to 1.

Since 2y + x is the derivative of y² + xy, the integral is (2/3)(y² + xy)^(3/2) between the limits. At y = 1 the bracket is 1 + x; at y = 1 − x it is (1 − x)(1 − x + x) = 1 − x. The integral is therefore 2xR(x), with

R(x) = [(1 + x)^(3/2) − (1 − x)^(3/2)]/3x.

Insert xE_F = ħω, D_F = mk_F/2π²ħ² and n = k_F³/3π²:

Re σ = (2e²ħ²D_F k_F²/3m²ω²τ) R = (e²k_F³/3π²mω²τ) R = (ne²/mω²τ) R(x).

For small x, R ≈ 1 − x²/24. For our metal x = 0.179 and R = 0.9987, so the simple tail ne²/mω²τ is very good. Even at x = 1, R is 2√2/3 ≈ 0.94. The derivation treats scattering to lowest order and needs ωτ ≫ 1.

**The whole Drude curve**

For any ωτ, use the classical collision picture. Collisions occur at random at rate 1/τ, and each one resets the mean velocity to zero. The chance that the last collision was a time s ago is exp(−s/τ)ds/τ. Since then the electron has accelerated freely. With E = E₀ exp(−iωt), the acceleration over that time gives

−(eE/m) ∫₀ˢ exp(iωs′) ds′ = −(eE/m)[exp(iωs) − 1]/iω.

The average of exp(iωs) over s is 1/(1 − iωτ). The average of the fraction is then

[1/(1 − iωτ) − 1]/iω = τ/(1 − iωτ).

With j = −nev,

σ = (ne²τ/m)/(1 − iωτ), Re σ = (ne²τ/m)/(1 + ω²τ²).

At large ωτ the real part is ne²/mω²τ, as in the quantum calculation. Its area over positive frequencies is (ne²/m)(π/2), whatever τ is. Collisions do not create this weight; they spread the delta function over a width of about 1/τ.

**Does a cleaner metal absorb less?**

At 1 eV and τ = 10 fs, ωτ = 15.2. The dc conductivity is 1.69×10⁷ S/m, so

Re σ(1 eV) = 1.69×10⁷/(1 + 15.2²) ≈ 7.3×10⁴ S/m.

The golden-rule value is 0.3% higher than this Drude value: leaving out the 1 beside ω²τ² adds 0.4%, and R takes away 0.1%.

Now make the metal cleaner, with impurities as the only source of collisions, so that practically the same τ holds at dc and at 1 eV:

- τ = 10 fs: dc 1.69×10⁷ S/m; at 1 eV 7.3×10⁴ S/m; 4.2% of the area lies above 1 eV.
- τ = 100 fs: dc 1.69×10⁸ S/m; at 1 eV 7.3×10³ S/m; 0.42%.
- τ = 1000 fs: dc 1.69×10⁹ S/m; at 1 eV 7.3×10² S/m; 0.042%.

In a real metal, phonon emission adds absorption at 1 eV that remains however few the impurities are. The surface can do the same. For this model metal the bulk absorbs about 1.4% of normally incident 1 eV light at τ = 10 fs and 0.15% at 100 fs. A surface that scatters electrons diffusely adds about 3v_F/4c = 0.35% whatever τ is, and so dominates once τ exceeds about 40 fs. A specularly reflecting surface adds little.

In the Drude formula the answer depends on frequency. At fixed ω, the derivative of τ/(1 + ω²τ²) with respect to τ has the sign of 1 − ω²τ². Absorption therefore grows with τ while ωτ < 1, peaks at ωτ = 1, and falls beyond. These statements concern the power absorbed for a given field inside the metal. The fraction of incident light absorbed also depends on how much of the field gets in.

**Where the energy goes**

An impurity need not take any energy. Write the electron's velocity as v = u + w, where u is its drift and w the oscillation driven by the field, with amplitude eE₀/mω. An elastic collision turns v into v′ of equal length, while w is unchanged at that instant. The drift energy changes by

½m(|v′ − w|² − |v − w|²) = m(v − v′)·w,

because v′² = v². If v′ is equally likely in all directions, its term averages to zero, leaving m(u·w + w²). The drift u still depends on the phase of the field at the previous collision. If many field periods pass between collisions (ωτ ≫ 1), the phase at the next collision is random and independent of u, so u·w averages to zero too. The mean gain is

m⟨w²⟩ = e²E₀²/2mω² = 2U,

where U = e²E₀²/4mω² is the mean oscillation energy. This also assumes a collision rate independent of speed. The short-range impurities above scatter at a rate proportional to speed. For them the gain per collision is 4/3 of 2U, while the rate averaged over the whole Fermi sea is 3/4 of 1/τ, so the absorbed power is the same. The collision turns ordered oscillation, which the field would have taken back, into random motion. A single collision can also return energy to the field, since m(v − v′)·w can have either sign; the gain 2U is an average.

For an internal field amplitude of 10⁶ V/m, U = 1.9×10⁻⁸ eV. The Drude power density is ½ × 7.3×10⁴ × 10¹² ≈ 3.6×10¹⁶ W/m³. Divided by the Drude collision rate per volume, n/τ, it gives 3.8×10⁻⁸ eV per collision, which is about 0.4% below 2U, the fraction 1/(1 + ω²τ²) by which the Drude value falls short of the tail. This corresponds to a net absorption of one 1 eV photon per 2.6×10⁷ collisions. The count is classical: n/τ lets every electron collide, whereas in a metal the Pauli principle blocks most of these collisions.

**What else can take up the momentum**

Impurities and phonons are not the only possibilities. The static crystal potential is also a V(r) with a force, and it allows transitions between bands. A single parabolic band leaves these out.

Collisions between electrons can also matter if the band is not parabolic. Even when they conserve k₁ + k₂ (in a crystal it may also change by a reciprocal-lattice vector), the current depends on the sum of the velocities, and that sum is fixed by k₁ + k₂ only if velocity is a linear function of k, apart from a constant.

Two repelling electrons on a small ring show the difference. The ring has ħ = m = 1 and circumference 2π, and every momentum is shifted by 0.3, as a magnetic flux through the ring would do. Measure the absorption at nonzero frequency as a share of the full parabolic weight πne²/2m:

- parabolic band, no impurity: 5×10⁻²¹, which is zero within rounding;
- parabolic band with an impurity: 0.784;
- non-parabolic band k²/2 + 0.05k⁴, no impurity: 0.0005 (0.004 at shift 0.2; zero at zero shift, where the pairs k, −k carry no current);
- the same non-parabolic band without repulsion: zero within rounding.

In the impurity case the missing weight can be traced. Shifting every momentum by a adds aP/m + Na²/2m to H. Second-order perturbation theory then gives the curvature of the ground energy:

d²E₀/da² = N/m − (2/m²) Σₙ |⟨n|P|0⟩|²/(Eₙ − E₀).

A uniform, slowly varying A is such a shift, with a = eA. The current density is −(1/Ω)dE₀/dA. Apart from any steady current already present at A = 0, its part linear in A is −(e²/Ω)(d²E₀/da²)A. With A = E/iω this is the free-acceleration response, so the curvature measures the delta function that remains. The golden-rule argument applied to the many-electron ground state gives Re σ = (πe²/m²ωΩ) Σₙ |⟨n|P|0⟩|² δ(Eₙ − E₀ − ħω). Its area over ω is (πe²/m²Ω) Σₙ |⟨n|P|0⟩|²/(Eₙ − E₀), and dividing by πNe²/2mΩ gives the absorbing share (2/mN) Σₙ |⟨n|P|0⟩|²/(Eₙ − E₀). Multiplied by m/N, the curvature equation therefore says that the delta share is 1 minus the absorbing share. The curvature computed separately gives 0.2155, and 0.2155 + 0.7844 = 0.9999, equal to 1 within the rounding of the two numbers and the small error of the numerical derivative. The sum is 1 for other shifts too, but the split depends strongly on the shift: the absorbing share is 0.21 at zero shift and 1.21 at 0.35, where the curvature, and with it the delta share, is negative. This leftover delta function belongs to the small ring; the Drude curve above has none.

So keep the photon and the empty final state in your picture, but add a third partner that supplies the momentum. When the partner is a short-range impurity, as in the derivation above, the rate 1/τ in the Drude formula is the rate at which an electron scatters. With impurities of longer range, collisions that barely change the momentum count for less. When the partner is a phonon, the rate that counts at 1 eV can exceed the dc rate: in a cold metal an electron at the Fermi energy has no energy to spare for emitting a phonon, but the photon supplies it.

Calculated quantities

```
RING MODEL, hbar = m = 1, two repelling electrons
momentum shift: 0.3
absorbing share, parabolic, clean: 4.8e-21
absorbing share, with impurity: 0.7844
delta share, with impurity: 0.2155
absorbing share, non-parabolic, clean: 0.00052
same band without repulsion: 1.7e-25
impurity element, exact: 2.6878e-04
impurity element, V_q q/omega: 2.6909e-04
phonon-assisted |p|^2, exact: 3.1256e-04
phonon-assisted |p|^2, formula: 3.1250e-04
MODEL METAL
electron density: 6.0e+28 m^-3
collision time: 10 fs
photon energy: 1.00 eV
angular frequency: 1.5193e+15 s^-1
omega*tau: 15.193
Fermi wave number: 1.2111e+10 m^-1
Fermi speed: 1.4021e+06 m/s
Fermi energy: 5.589 eV
photon wave number: 5.068e+06 m^-1
least wave-number change needed: 1.039e+09 m^-1
needed/photon wave number: 205.0
largest gain by photon momentum: 4.678 meV
plasma energy: 9.096 eV
penetration depth c/omega_p: 21.69 nm
inverse depth: 4.609e+07 m^-1
dc conductivity: 1.6908e+07 S/m
Re sigma at photon energy, Drude: 7.2935e+04 S/m
Im sigma at photon energy, Drude: 1.1081e+06 S/m
Drude tail n e^2/(m w^2 tau): 7.3251e+04 S/m
x = photon/Fermi energy: 0.1789
factor R(x): 0.99866
Re sigma, golden rule: 7.3153e+04 S/m
half-axis area: 2.6558e+21 S/(m s)
tau 10 fs: dc sigma 1.691e+07 S/m
tau 10 fs: Re sigma at 1 eV 7.294e+04 S/m
tau 10 fs: area above 1 eV 4.1843 %
tau 100 fs: dc sigma 1.691e+08 S/m
tau 100 fs: Re sigma at 1 eV 7.325e+03 S/m
tau 100 fs: area above 1 eV 0.4190 %
tau 1000 fs: dc sigma 1.691e+09 S/m
tau 1000 fs: Re sigma at 1 eV 7.325e+02 S/m
tau 1000 fs: area above 1 eV 0.0419 %
field amplitude: 1.0e+06 V/m
absorbed power density: 3.647e+16 W/m^3
oscillation energy U: 1.905e-08 eV
energy per collision, Drude: 3.794e-08 eV
collisions per absorbed photon: 2.636e+07
sampled gain per collision / 2U: 1.0009
```
